Binding by an arbitrarily weak attraction in a two-dimensional parabolic band

## First half: does a weak defect bind at all?

**Q.** A point defect in a two-dimensional channel attracts an electron weakly. I am told that it holds a bound state however weak the attraction is. Before I object, what is the model?

**A.** One electron near the bottom of a single isotropic parabolic band, with effective mass m, on an infinite plane. Its envelope function ψ(r) obeys a Schrödinger equation with the Hamiltonian

H = −∇²/(2m) − λU(r).

I use Hartree atomic units, so ħ = 1, and energies are counted from the band edge. A bound state is a normalizable eigenfunction with E < 0. The number λ > 0 sets the strength, and U sets the shape, which stays fixed when λ is changed. Other bands, other electrons and lattice motion are left out.

By attractive I mean U ≥ 0 everywhere and U not identically zero. By short-range I mean that U is bounded and that

∫U(r)(1 + r²) d²r is finite.

A well of finite radius satisfies this, and so does a Gaussian.

**Q.** Then here is my objection. I take a normalized Gaussian of width R,

ψ = exp(−r²/(2R²))/(√π R).

Its gradient is −rψ/R², and the mean of r² is R², so the kinetic energy is

(1/(2m)) ∫|∇ψ|² d²r = (1/(2m)) · R²/R⁴ = 1/(2mR²).

The density is nowhere larger than 1/(πR²). With u₀ = ∫U d²r, the potential energy is therefore no lower than −λu₀/(πR²), and

⟨H⟩ ≥ (1/R²) [1/(2m) − λu₀/π].

Both terms scale as 1/R². If λu₀ < π/(2m), the bracket is positive and no choice of R helps. Doesn't that show that a weak well fails to bind?

**A.** It shows that Gaussians fail. A trial function gives an upper bound on the lowest energy, so a positive result rules nothing out. Your calculation does expose the delicate point: in two dimensions a simple change of scale cannot decide the matter, because the kinetic cost and the potential gain shrink together. We need a function that spreads out without lowering its value at the defect relative to its gradient cost. A logarithm does this.

Choose a radius a such that the disc r < a holds a positive part of the attraction,

u_a = ∫_{r<a} U d²r > 0.

Such a radius exists because u_a tends to u₀ > 0 as a grows. For R > a let L = ln(R/a), and define

f = 1 for r < a,
f = ln(R/r)/L for a < r < R,
f = 0 for r > R.

This function is continuous, and its gradient is square integrable, which is all that the mean energy requires.

**Q.** It has a kink at a and another at R. Don't they cost energy?

**A.** The kinetic energy, written as ∫|∇f|²/(2m), contains the first derivative and not its jump. The slope is −1/(rL) in the ring and zero elsewhere. Hence

∫|∇f|² d²r = 2π ∫_a^R r dr/(r²L²) = (2π/L²) ln(R/a) = 2π/L.

Division by 2m gives a kinetic term π/(mL). Inside the disc f = 1, so the potential term there is −λu_a. Outside it is zero or negative. Therefore

⟨f, Hf⟩ ≤ π/(mL) − λu_a.

The right-hand side is negative as soon as L > π/(mλu_a). Any λ > 0 allows this, since R may be as large as we please. The weaker the attraction, the larger R must be, and R = a e^L grows exponentially with 1/λ.

**Q.** You have not normalized f.

**A.** The sign doesn't depend on the norm, which is finite because f vanishes beyond R. The norm matters if we want to know how negative the mean energy is.

**Q.** I do. Take a well that lies entirely within the radius a.

**A.** Then u_a = u₀. It is convenient to define the dimensionless coupling

s = mλu₀/π.

The inequality above becomes an equality, because no potential is left outside:

⟨f, Hf⟩ = (π/m)(1/L − s).

For the norm, put r = R e^(−y) in the ring. Then ln(R/r) = y and r dr becomes R² e^(−2y) dy in size, with y running from 0 to L:

N = πa² + (2πR²/L²) ∫_0^L y² e^(−2y) dy.

Two integrations by parts give

∫_0^L y² e^(−2y) dy = 1/4 − e^(−2L)(L²/2 + L/2 + 1/4).

Since R² e^(−2L) = a², the term with L²/2 contributes −πa² and cancels the disc. What remains is

N = π[R² − a²(2L + 1)]/(2L²).

Dividing the energy by N, and using R² = a² e^(2L), we obtain

E_trial = 2L(1 − sL) / {ma² [e^(2L) − 2L − 1]}.

It is negative for L > 1/s. To choose L, write L = 1/s + y. Then L(1 − sL) = −y(1 + sy), while the denominator is dominated by e^(2/s) e^(2y) when s is small. We should therefore make y e^(−2y) as large as possible, which happens at y = 1/2. With that choice,

E_trial = −(1 + s/2) / {ma² [e^(2/s+1) − 2/s − 2]}.

The lowest energy cannot lie above this. So the binding energy is at least of the order e^(−2/s)/(ma²).

**Q.** At least. It might be far larger. And I have a more basic complaint. A negative mean energy tells me that H has spectrum below zero. It doesn't tell me that this spectrum consists of bound states.

**A.** Both complaints are fair, and one tool settles them. It rewrites the Schrödinger equation so that the potential acts on both sides of a free Green's function. For that we need the Green's function at a negative energy

E = −κ²/(2m), with κ > 0.

Define the free operator h = (−∇² + κ²)/(2m). It is positive, and its inverse can be written as an integral over a parameter t:

h⁻¹ = 2m ∫_0^∞ dt e^(−κ²t) e^(t∇²).

The operator e^(t∇²) solves the diffusion equation, and in the plane its kernel is exp(−ρ²/(4t))/(4πt), where ρ = |r − r′|. Inserting this and putting τ = κ²t, z = κρ, we find

h⁻¹(r, r′) = (m/(2π)) ∫_0^∞ (dτ/τ) exp(−τ − z²/(4τ)) = (m/π) K₀(κρ),

K₀(z) = ½ ∫_0^∞ (dτ/τ) exp(−τ − z²/(4τ)).

This is the modified Bessel function. The substitution τ = (z/2)e^v turns the exponent into −z cosh v. The integrand is then even in v, so that

K₀(z) = ∫_0^∞ e^(−z cosh v) dv.

Because cosh v ≥ 1 + v²/2, this is at most √(π/(2z)) e^(−z). The Green's function decays over the length 1/κ.

**Q.** And at short distance? If κ is to be tiny, every distance within the defect is short compared with 1/κ.

**A.** Return to the integral over τ. The replacement τ → z²/(4τ) exchanges the parts below and above τ = z/2 and leaves the integrand unchanged. The two parts are equal, and

K₀(z) = ∫_{z/2}^∞ (dτ/τ) e^(−τ) e^(−z²/(4τ)).

In this range the last factor lies between e^(−z/2) and 1. Setting it to 1 makes a relative error of at most order z. Integration by parts then gives

∫_{z/2}^∞ (dτ/τ) e^(−τ) = −e^(−z/2) ln(z/2) + ∫_{z/2}^∞ e^(−τ) ln τ dτ.

As z → 0 the last integral tends to −γ, where γ is Euler's constant. So we can write

K₀(z) = −ln(z/2) − γ + R(z), with R(z) → 0 as z → 0.

Here R(z), with an argument, is a remainder and has nothing to do with the outer radius R used above.

**Q.** "Tends to zero" is weak. You will want to use this under integrals that reach large distances.

**A.** Then let us bound R(z) for every z > 0. Differentiation gives

R′(z) = 1/z − K₁(z), K₁(z) = −K₀′(z) = ∫_0^∞ cosh v e^(−z cosh v) dv.

The substitution w = sinh v shows that 1/z = ∫_0^∞ cosh v e^(−z sinh v) dv. Since cosh v − sinh v = e^(−v), the difference is

R′(z) = ∫_0^∞ cosh v e^(−z sinh v) [1 − exp(−z e^(−v))] dv.

The integrand is positive, so R′ ≥ 0. For an upper bound, the bracket is at most z e^(−v), the product cosh v e^(−v) = (1 + e^(−2v))/2 is at most 1, and sinh v ≥ v. Hence

R′(z) ≤ z ∫_0^∞ e^(−zv) dv = 1.

Starting from R(0) = 0, we conclude that 0 ≤ R(z) ≤ z for all z.

**Q.** Good. Now the rewriting of the Schrödinger equation.

**A.** At energy −κ²/(2m) it reads hψ = λUψ, or ψ = λh⁻¹Uψ. Multiply by √U and let φ = √U ψ:

φ = λ √U h⁻¹ √U φ.

Write U = u₀p, where p = U/u₀ is the normalized shape with ∫p d²r = 1. The constants combine to λu₀m/π = s, and

φ = s B_κ φ, B_κ(r, r′) = √p(r) K₀(κ|r − r′|) √p(r′).

B_κ is the Birman–Schwinger operator. A bound state at −κ²/(2m) requires that 1/s be one of its eigenvalues.

**Q.** Can the step be reversed? You multiplied by √U, which may vanish over most of the plane.

**A.** It can. If φ = 0, then ψ = λh⁻¹√Uφ = 0, so a true bound state gives a nonzero φ. Conversely, given a nonzero φ with φ = sB_κφ, define ψ = λh⁻¹√Uφ. This is square integrable, it satisfies √Uψ = φ, and so it is nonzero and obeys hψ = λUψ.

We need two properties of B_κ. First, it is positive and decreases with κ. If F(k) is the Fourier transform of √pφ, then, since K₀(κρ)/(2π) is the kernel of (−∇² + κ²)⁻¹,

⟨φ, B_κφ⟩ = 2π ∫ [d²k/(2π)²] |F(k)|²/(k² + κ²).

This is not negative, and it falls as κ rises. By the min–max principle no ordered eigenvalue of B_κ can rise with κ.

Second, B_κ is Hilbert–Schmidt: the integral of its squared kernel is finite. If P is the largest value of p, then

∬ p(r)p(r′) K₀²(κρ) d²r d²r′ ≤ P ∫ K₀²(κρ) d²ρ.

The last integral converges at small ρ, where the integrand is a squared logarithm, and at large ρ, where it decays exponentially. The operator is therefore compact, and finitely many of its eigenvalues lie above any given positive number.

**Q.** How does that answer my complaint about the nature of the negative spectrum?

**A.** By counting. Let X = √(λU) h^(−1/2). For any ψ of finite kinetic energy put η = h^(1/2)ψ. Then

⟨ψ, (H + κ²/(2m))ψ⟩ = ⟨η, (1 − X*X)η⟩.

The operator X*X has the same nonzero eigenvalues, with the same multiplicities, as XX* = λ√U h⁻¹√U = sB_κ. The right-hand side is thus negative on a space whose largest dimension equals the number of eigenvalues of B_κ above 1/s. That number is finite. The spectrum of H below −κ²/(2m) therefore consists of that many eigenvalues, counted with multiplicity. A continuous piece of spectrum would supply infinitely many independent directions.

The logarithmic trial function showed that there is spectrum at some negative energy. Take κ so small that −κ²/(2m) lies above that energy. The spectrum there is an eigenvalue, and so H has a bound state for every λ > 0.

**Q.** I accept the existence. The size of the binding energy, and the number of such states, are still open.

## Second half: how many states, and how deep?

**A.** Let me restate what we carry over. The Hamiltonian is H = −∇²/(2m) − λU, with U ≥ 0 bounded, not identically zero, and ∫U(1 + r²)d²r finite. The total strength is u₀ = ∫U d²r, the shape is p = U/u₀, and the coupling is s = mλu₀/π. A bound state exists for every λ > 0. Its energy is −κ²/(2m) when 1/s is an eigenvalue of B_κ, the positive operator with kernel √p(r)K₀(κρ)√p(r′), where ρ = |r − r′|. The eigenvalues of H below −κ²/(2m) are as many as those of B_κ above 1/s, and the ordered eigenvalues of B_κ do not rise with κ. Finally,

K₀(z) = −ln(z/2) − γ + R(z), 0 ≤ R(z) ≤ z.

**Q.** The logarithm grows without limit as κ → 0. What stops all the eigenvalues of B_κ from growing with it, and giving many bound states?

**A.** The growing part has a very simple form. Choose any fixed length b as a unit and split the logarithm:

K₀(κρ) = ℓ − ln(ρ/b) + R(κρ), ℓ = ln(2/(κb)) − γ.

The large number ℓ doesn't depend on position. Let χ = √p, which has unit norm because p integrates to one. Then

B_κ = ℓ |χ⟩⟨χ| + M_κ,

where M_κ has the kernel √p(r)[−ln(ρ/b) + R(κρ)]√p(r′). The divergence sits in one direction, χ.

**Q.** Provided that M_κ stays bounded.

**A.** Let M₀ be M_κ without the term R. Its squared Hilbert–Schmidt norm is ∬pp′ ln²(ρ/b), where p′ = p(r′). For ρ < b this is at most

P · 2πb² ∫_0^1 x ln²x dx = πPb²/2,

with P the largest value of p. For ρ > b we use ln x ≤ x, so the integrand is at most pp′ρ²/b². The mean square separation is finite, because

ρ₂² = ∬pp′ρ² d²r d²r′ ≤ 2∬pp′(r² + r′²) d²r d²r′ = 4∫p r² d²r.

The same quantity controls the remainder: since R(κρ) ≤ κρ, the norm of M_κ − M₀ is at most κρ₂. For κb ≤ 1, then, ‖M_κ‖ ≤ C, where C is the Hilbert–Schmidt norm of M₀ plus ρ₂/b. It depends on the shape and not on λ.

By the min–max principle, the second eigenvalue μ₂ of B_κ is no larger than the greatest value of ⟨φ, B_κφ⟩ over unit vectors φ orthogonal to χ. The term with ℓ vanishes on these vectors, so μ₂ ≤ C. For κb > 1 the bound still holds, because μ₂ doesn't rise with κ. If s < 1/C, the second eigenvalue cannot reach 1/s at any κ. There is then one bound state and no other.

**Q.** Is κ small for that state? You will need it.

**A.** The first eigenvalue satisfies μ₁ ≤ ℓ + C for κb ≤ 1, and for κb > 1 it is no larger than its finite value at κb = 1. As s → 0 the condition μ₁ = 1/s can be met in the first range alone, and there

ℓ ≥ 1/s − C, hence κb ≤ 2 exp(−γ + C − 1/s).

So κ is exponentially small. Since |E| is proportional to κ², the binding energy is at most a constant times e^(−2/s). For a well of finite radius, the trial function gave a lower bound with the same exponential.

**Q.** The constant in front is still undetermined: your upper bound on the energy carries a factor e^(2C), which is only an estimate. Can you find the true constant?

**A.** Yes, because the growing part has rank one. The condition φ = sB_κφ reads

(1 − sM_κ)φ = sℓ⟨χ, φ⟩χ.

For sC < 1 the operator on the left has an inverse. If ⟨χ, φ⟩ were zero, φ would vanish, so it isn't zero. Apply the inverse, take the scalar product with χ, and divide by ⟨χ, φ⟩:

1 = sℓ⟨χ, (1 − sM_κ)⁻¹χ⟩.

Now expand the inverse in powers of sM_κ. With m₁ = ⟨χ, M_κχ⟩ and m₂ = ⟨M_κχ, M_κχ⟩,

⟨χ, (1 − sM_κ)⁻¹χ⟩ = 1 + sm₁ + s²m₂ + O(s³).

The reciprocal of the right-hand side is 1 − sm₁ + s²(m₁² − m₂) + O(s³). Therefore

ℓ = 1/s − m₁ + s(m₁² − m₂) + O(s²).

**Q.** M_κ contains κ, which is the unknown.

**A.** Replacing M_κ by M₀ changes m₁ and m₂ by terms of order κρ₂. These are exponentially small in 1/s, hence smaller than any power of s as s → 0. With M₀ the integrals have a plain meaning. Define the logarithmic potential of the shape,

T(r) = ∫ p(r′) ln(|r − r′|/b) d²r′.

Then M₀χ = −√p T. Writing Λ for the average of T over p, and D for its variance,

m₁ → −Λ, m₂ → ∫pT² d²r, m₂ − m₁² → D ≥ 0.

So ℓ = 1/s + Λ − Ds + O(s²). Since ℓ = ln(2/(κb)) − γ, we solve for κ:

κb = 2 exp[−γ − Λ − 1/s + Ds + O(s²)].

Squaring, dividing by 2mb², and using 2/s = 2π/(mλu₀), we obtain

|E| = (2/(mb²)) e^(−2γ−2Λ) exp[−2π/(mλu₀)] (1 + O(λ)).

**Q.** The length b was arbitrary, and yet it appears in the answer.

**A.** It cancels. Replacing b by cb lowers T, and hence Λ, by ln c. The product b e^Λ is unchanged. This product is the geometric mean distance between two points drawn independently from the shape p. Enlarging the shape uniformly, with the total strength u₀ held fixed, raises it and weakens the binding, but that acts on the prefactor. The exponent contains the mass and the total strength alone.

The term Ds has a definite sign. It raises κ because the bound state can concentrate where T is lower, an adjustment that a rigid φ = χ would miss.

**Q.** Could I have found the energy by ordinary perturbation theory in λ?

**A.** Not as a power series. For every n, s^(−n) e^(−2/s) → 0 as s → 0, so each coefficient of such a series for E would be zero. The expansion in s had to be made for ℓ, a logarithm of the energy.

**Q.** Show me a case that can be solved by another route.

**A.** Take a disc of radius a and depth V₀, and set b = a. Then λu₀ = πa²V₀, and s = mV₀a². For T, the average of ln|r − r′| over the angle of r′ is the logarithm of the larger radius. With q = r²/a², and q′ for the source,

T = ½q ln q + ½∫_q^1 ln q′ dq′ = ½q ln q + ½(−1 − q ln q + q) = (q − 1)/2.

Over the disc q is uniformly distributed between 0 and 1, with mean 1/2 and variance 1/12. Hence

Λ = −1/4, D = (1/4)(1/12) = 1/48.

The other route joins the solutions at the edge. Inside, ψ is proportional to J₀(kr) with k² = 2mV₀ − κ². Outside, it is proportional to K₀(κr). With x = ka and z = κa, equal logarithmic derivatives require

xJ₁(x)/J₀(x) = zK₁(z)/K₀(z), x² = 2s − z².

**Q.** Does this agree with your expansion?

**A.** For small s, z is exponentially small, and we may put x² = 2s. The series of the Bessel functions give

xJ₁/J₀ = x²/2 + x⁴/16 + x⁶/96 + … = s + s²/4 + s³/12 + …

On the right, zK₁ = 1 − zR′(z) tends to 1, and K₀ tends to ℓ. So

ℓ = (1/s)(1 + s/4 + s²/12 + …)⁻¹ = 1/s − 1/4 − s/48 + …

where the last coefficient is −1/12 + 1/16 = −1/48. Both Λ and D are confirmed.

**Q.** Now numbers, please.

**A.** I take round model parameters that stand for no particular material: m = 0.5 electron masses and a = 10 bohr. For V₀ = 0.005 hartree,

s = 0.5 × 0.005 × 10² = 0.25,
κa = 2 exp(−γ + 1/4 − 4) = 0.0264,
|E| = (0.0264/10)²/(2 × 0.5) = 6.97 × 10⁻⁶ hartree.

This is the leading law, with Ds dropped. The matching condition gives 7.06 × 10⁻⁶ hartree, or 0.19 meV, which is 1.2% above the law. The decay length 1/κ is about 376 bohr, nearly 38 times the radius of the well. Halving the depth repeatedly gives:

V₀ (hartree) | s | matched |E| (hartree) | matched/law
0.01 | 0.5 | 4.10 × 10⁻⁴ | 1.075
0.005 | 0.25 | 7.06 × 10⁻⁶ | 1.012
0.0025 | 0.125 | 2.35 × 10⁻⁹ | 1.005
0.00125 | 0.0625 | 2.64 × 10⁻¹⁶ | 1.003

The first halving lowers the binding energy by a factor of about 58, the last by about nine million. The trial function from our earlier discussion recovers 43% of the matched binding energy in the first row and 36% in the last. It has the right exponential and too small a prefactor.

**Q.** Does the remaining difference follow Ds?

**A.** The quantity to look at is ln(κ/κ_law)/s, where κ is the matched value and κ_law is the leading law. It should approach D = 0.0208. Down the table it is 0.0727, 0.0247, 0.0212 and 0.0210. The last three values settle as expected, while the first is more than three times too large.

**Q.** Why is the first so far off?

**A.** At that depth z = κa is 0.20, so z² is 0.04, whereas the correction Ds is about 0.01. Terms that are exponentially small in the limit are therefore not small beside Ds here. They partly cancel: the z² in x² = 2s − z² lowers κ, while the dependence of zK₁/K₀ on z beyond the leading logarithm raises it by more. To separate them from the higher powers of s, drop every term that vanishes with z from the matching condition, but keep all powers of s. With x² = 2s = 1 it then reads ℓ = J₀(1)/J₁(1) = 1.739, while the leading law has ℓ = 1/s − 1/4 = 1.75. The difference, 0.011, divided by s is 0.022, which is close to D. The rest of the 0.0727 therefore comes from the terms in z.

**Q.** How many states does this disc hold?

**A.** One, in every row. The next state to appear has angular momentum ±1. At zero energy it behaves as J₁(kr) inside and as 1/r outside. Matching requires xJ₁′(x)/J₁(x) = −1. Since xJ₁′ = xJ₀ − J₁, this means J₀(x) = 0. The first zero gives s = x²/2 = 2.89. Larger angular momenta have a higher centrifugal barrier and need a deeper well. A second state without angular momentum needs J₁(x) = 0 with x > 0, which lies beyond the first zero of J₀.

**Q.** A disc is very symmetric. Your proof claims any shape.

**A.** Consider two unlike Gaussian defects, each of width b, centred at x = b and x = −b, with strengths in the ratio 1 to 0.5:

p ∝ exp(−|r − c|²/b²) + 0.5 exp(−|r + c|²/b²), |c| = b.

Averaging T over this shape gives Λ = 0.351 and D = 0.0593. Independently, the Schrödinger equation can be solved on a grid in ln r, with the angular channels coupled by the potential. One prescribes κ and finds the couplings s at which a bound state has that κ.

At κb = 10⁻⁶ the first state needs s = 0.0736. The ratio ln(κ/κ_law)/s is 0.060, between 1% and 2% above D; at κb = 10⁻² it was 0.064. The third digit is beyond this grid. It gives 0.0606 and 0.0642, but its values of 1/s are too high by about 3 × 10⁻⁵, and the ratio multiplies that error by 1/s. The converged values are 0.0602 and 0.0641. Between these two values of κ the first eigenvalue of B_κ, which is 1/s, rises from 4.38 to 13.58. The rise, 9.20, is close to ln 10⁴ = 9.21, the growth of ℓ. The second moves from 0.415 to 0.417. One eigenvalue follows the logarithm and the other stays bounded, as the splitting requires. The program asserts that the ratio at κb = 10⁻⁶ is closer to D than at κb = 10⁻² and within 10% of it, that the first eigenvalue rises by more than 9 between these two values of κ, and that the second changes by less than 10%.

**Q.** Do two nearby defects simply double the binding energy of one?

**A.** No. Suppose that each alone has coupling s₁. Together they have s = 2s₁, and the exponential changes from e^(−2/s₁) to e^(−1/s₁). For weak defects at a fixed separation this is an enormous increase. At large separation d the main effect of d is through Λ, which then contains ½ ln d. The law also needs κd to be small, because the remainder R(κρ) was dropped for every pair of points in the shape. This fails once d is comparable with the decay length of one defect alone. At much larger separations each defect binds almost as if the other were absent.

**Q.** Where else should I distrust the law?

**A.** First, when s is not small, as the top row shows. Second, when the input is uncertain. From ln|E| = constant − 2/s, a small relative change in s changes |E| by 2/s times as much. At s = 0.0625 this factor is 32, so an error of only 1% in depth or mass changes the energy by roughly a third. Third, when the plane is not free out to several times 1/κ. In the last row 1/κ alone is 6 × 10⁷ bohr, and a boundary or another defect would interfere long before.

The assumptions on U matter too. If U changes sign, √U is not available and the present proof doesn't apply. An infinite uniform line defect is also excluded, because its u₀ is infinite. The same holds for a charged defect whose attraction falls off only as 1/r. A finite segment of bounded strength and width is covered, and for it the limit is λ → 0 at fixed length.

Computed results

```
DISC WELL
mass m = 0.50 electron masses
radius a = 10.0 bohr
Lam = -0.25000, D = 0.02083 (dimensionless)
second state appears at s = 2.8916
depth (hartree), s, kappa*a matched, kappa*a leading law
  0.01000  0.5000  2.02362e-01  1.95134e-01
  0.00500  0.2500  2.65719e-02  2.64085e-02
  0.00250  0.1250  4.84971e-04  4.83689e-04
  0.00125  0.0625  1.62473e-07  1.62260e-07
depth (hartree), |E| matched (hartree), |E| law (hartree), ratio
  0.01000  4.09504e-04  3.80773e-04  1.07545
  0.00500  7.06068e-06  6.97410e-06  1.01241
  0.00250  2.35196e-09  2.33955e-09  1.00531
  0.00125  2.63974e-16  2.63282e-16  1.00263
depth (hartree), |E| matched (meV), decay length 1/kappa (bohr)
  0.01000  1.1143e+01  4.9416e+01
  0.00500  1.9213e-01  3.7634e+02
  0.00250  6.4000e-05  2.0620e+04
  0.00125  7.1831e-12  6.1549e+07
depth (hartree), trial energy (hartree), trial/matched
  0.01000  -1.75546e-04  0.4287
  0.00500  -2.78015e-06  0.3938
  0.00250  -8.79737e-10  0.3740
  0.00125  -9.60895e-17  0.3640
depth (hartree), ln(kappa/leading)/s, to approach D
  0.01000  0.072744
  0.00500  0.024676
  0.00250  0.021168
  0.00125  0.020997
grid solution at the kappa of depth 0.005 hartree:
  1/s first = 4.00038, second = 0.34549
LOPSIDED GAUSSIAN PAIR (lengths in b)
centres at +1.0 and -1.0, strengths 1 and 0.5
Lam = 0.35114, D = 0.05932 (dimensionless)
kappa*b, s, first 1/s, second 1/s
  1e-02  0.22807  4.38461  0.41495
  1e-04  0.11133  8.98192  0.41651
  1e-06  0.07361  13.58477  0.41691
kappa*b, ln(kappa/leading), the same divided by s
  1e-02  0.01464  0.06419
  1e-04  0.00678  0.06092
  1e-06  0.00446  0.06058
```
